Does quantum confinement degrade the subthreshold slope of a double-gate transistor?

**Question**

I am modelling a long n-channel double-gate transistor with an undoped film 5 nm thick, both gates tied together. Confinement lifts the lowest electron level, so I expect a higher threshold. I also expect a worse subthreshold swing. The wavefunctions vanish at the oxide interfaces, so the electrons sit further from the gates, as if the oxide were thicker, and a thicker oxide means weaker gate control.

Is the second half of this argument sound? And does the answer depend on the potential in the film being flat?

**Answer**

The second half fails for this device well below threshold. Oxide thickness matters when a gate has to share its voltage with some charge or some other electrode. With both gates tied together and the film almost empty, there is nothing to share with. Your picture does describe two other situations, treated below: the approach to threshold, and a film whose electrons are drawn towards one gate while that gate alone is swept.

**What the gates do to an empty film**

I use atomic units in the algebra (e = ħ = m_e = 1, permittivity ε = κ/4π), so voltages and electron energies have the same numerical values. The film occupies 0 < z < t, and each oxide has capacitance C per area. The channel is long enough for the electrostatics to depend on z alone. There are no interface traps, and holes are ignored.

Let ψ(z) be the electrostatic potential, n(z) the electron density and N_A a possible fixed acceptor density. Both charges are negative, so Poisson's equation reads

εψ″ = n + N_A.

The gate voltages, measured from flat band, are V₁ = V + a and V₂ = V + b. The constants a and b allow for different work functions or a fixed bias between the gates. Continuity of the displacement field at the two faces gives

C[V₁ − ψ(0)] = −εψ′(0),
C[V₂ − ψ(t)] = εψ′(t).

Neglect n and differentiate everything with respect to the common voltage V. With u = ∂ψ/∂V, the constants N_A, a and b drop out:

u″ = 0, so u = A + Bz,
C(1 − A) = −εB,
C(1 − A − Bt) = εB.

Subtracting the last line from the one before gives CBt = −2εB, or B(Ct + 2ε) = 0. Hence B = 0 and then A = 1:

∂ψ/∂V = 1 at every z.

This answers your last question. The potential need not be flat. It may be tilted by a and b or bent by fixed charge, as long as that charge does not change. What must be uniform is the change of potential.

**Why all subbands move together**

For motion across the film the Hamiltonian is

H = −(1/2m_z) d²/dz² + E_c − ψ(z),

with m_z the mass in that direction and E_c the band edge at flat band. Raising V by δV adds the constant −δV to H. The eigenfunctions stay the same and every level drops by δV, whatever its mass or shape.

Each level carries a two-dimensional band. With in-plane mass m_d and two spins, the number of states per area up to kinetic energy E is 2πk²/(2π)² = k²/2π = m_dE/π, since k² = 2m_dE. The density of states is therefore m_d/π. With the Fermi level at zero and g equivalent valleys, one subband holds

N_n = g(m_d/π) ∫₀^∞ dE / [1 + e^((E_n+E)/kT)]
 = g(m_d kT/π) ln(1 + e^(−E_n/kT)).

Below threshold E_n ≫ kT, so the logarithm becomes e^(−E_n/kT). Each level contains −V, so every term in the sum carries the same factor:

N(V) = N(0) e^(V/kT).

The swing is the voltage needed for a factor of ten, with the unit of charge restored:

S = ln10 · kT/e.

At 300 K, kT = 25.85 meV and S = 59.5 mV/decade. Confinement changes N(0), not the exponent.

The current inherits this slope. In a long channel I = μWN dV_ch/dx is the same at all x, where V_ch is the voltage by which the electrons' local Fermi level lies below that of the source, W the width and μ the mobility. Since N ∝ e^((V−V_ch)/kT), integrating over the length L gives

I = μ(W/L) ∫₀^V_D N dV_ch = μ(W/L) kT N_source (1 − e^(−V_D/kT)).

If μ does not depend on gate voltage, I and N have the same logarithmic slope.

**How far the threshold moves**

Define threshold as the voltage at which N reaches a chosen value. For a flat film with hard walls, the wavefunctions are sin(nπz/t), and at V = 0, measured from the band edge,

E_n = π²n²/(2m_z t²).

The classical film of the same thickness has, for each valley, the same in-plane factor m_d kT/π. Its motion across the film contributes

t ∫ dk/(2π) e^(−k²/(2m_z kT)) = t √(m_z kT/2π) = t/λ, where λ = √(2π/(m_z kT)).

In the quantum film this factor is replaced by Σ e^(−E_n/kT). Substituting 1/(m_z kT) = λ²/2π gives E_n/kT = πn²λ²/(4t²). With x = t/λ, the ratio of quantum to classical density in one valley is

F(x) = (1/x) Σ_{n≥1} e^(−πn²/(4x²)).

The classical population of a valley is proportional to m_d√m_z, the square root of the product of its three masses. This is the same for all equivalent bulk valleys, so each valley enters with equal weight. If w_v is the fraction of valleys of type v, then N_quantum/N_classical = Σ_v w_v F(x_v) at the same gate voltage. Recovering the lost density takes a factor e^(ΔV/kT), hence

ΔV = −kT ln Σ_v w_v F(x_v).

The sign follows from a comparison with an integral. Put a = π/(4x²). Because e^(−as²) decreases with s, each term e^(−an²) is smaller than the integral of e^(−as²) from n−1 to n. The whole sum is then smaller than ½√(π/a) = x. So F < 1 and ΔV > 0.

**Thick and thin films**

For a thick film, Poisson's summation formula is useful:

Σ_{all n} e^(−an²) = √(π/a) Σ_{all k} e^(−π²k²/a).

Here √(π/a) = 2x and π²/a = 4πx². The left side is 1 + 2xF, because the terms ±n are equal. Solving for F,

F = 1 − 1/(2x) + 2 Σ_{k≥1} e^(−4πk²x²).

When t exceeds λ the last sum is tiny and F ≈ 1 − λ/(2t). The film behaves as if a layer λ/4 were missing at each face. This is your displaced charge, and here it costs density rather than gate control. Once t is much larger than λ, the shift falls as 1/t, not as 1/t² like the levels, because many levels are occupied.

For a very thin film with one type of valley, only n = 1 survives, and

ΔV ≈ E₁ − kT ln(λ/t).

Since t < λ here, the shift is smaller than E₁. With several types of valley it can also be larger than the lowest level, as the next example shows.

**Numbers for a 5 nm film**

Take t = 5 nm, 1 nm of oxide, relative permittivities 11.7 and 3.9, and T = 300 K. There are six valleys with masses 0.9, 0.2 and 0.2. In two of them the heavy mass points across the film; in the other four m_z = 0.2.

- m_z = 0.9: λ = 4.54 nm, E₁ = 0.0167 eV, F = 0.546.
- m_z = 0.2: λ = 9.62 nm, E₁ = 0.0752 eV, F = 0.105.

The weighted ratio is (0.546 + 2 × 0.105)/3 = 0.252, so

ΔV = −25.85 mV × ln 0.252 = 35.6 mV,

which is 0.0356 eV per electron. This is about twice the lowest level. The four valleys with the light mass across the film hold two thirds of the classical electrons, and most of that population is lost.

With all else fixed, the formula gives 63.8 mV at 3 nm, 47.2 mV at 4 nm, 17.7 mV at 8 nm and 5.7 mV at 20 nm.

I also solved the Schrödinger and Poisson equations self-consistently on a finite-difference grid, and compared them with a classical Boltzmann density in the same Poisson equation. The band edge was 0.55 eV above the Fermi level at flat band. At V = 0.25 V the densities are 3.3 × 10⁷ cm⁻² (quantum) and 1.30 × 10⁸ cm⁻² (classical). The swings, from gate steps of ±2 mV, are both 59.5 mV/decade.

**Near threshold your picture returns, weakly**

Now keep the electrons' own potential to first order, for an undoped film with equal gates. Write ψ = V − φ, so εφ″ = −n. An electron's energy rises by φ, and the density falls accordingly:

N ≈ N(0) e^(V/kT) e^(−φ̄/kT), with φ̄ = (1/N)∫nφ dz.

Taking the logarithm,

V = kT ln[N/N(0)] + φ̄.

To find φ̄, measure s from the mid-plane and let Q(s) be the number of electrons per area between 0 and s, negative for s < 0. By symmetry φ′(0) = 0, so εφ′ = −Q. Each gate supports half the charge, so at the faces φ_s = N/(2C). Since n = Q′, integration by parts gives

∫Q′(φ − φ_s) ds = −∫Qφ′ ds = (1/ε)∫Q² ds.

The boundary term vanishes because φ = φ_s at both faces. Therefore

φ̄ = N[1/(2C) + βt/ε], β = (1/t)∫(Q/N)² ds.

To this order the shape of n, and so β, is independent of N. Differentiating with respect to ln N,

dV/d ln N = kT + N[1/(2C) + βt/ε].

Confinement enters this slope through β. A uniform classical charge has Q/N = s/t and β = 1/12 = 0.083. Summing the thermally weighted sin² densities of the 5 nm film and integrating numerically gives β = 0.141. The confined charge is more central and so harder to reach, as you said. But the effect is proportional to N.

Take N = 10¹¹ cm⁻² as threshold. In ordinary units eN/(2C) = 2.32 mV and eNt/ε = 7.73 mV. The added voltage is 2.32 + 0.083 × 7.73 = 2.96 mV classically and 2.32 + 0.141 × 7.73 = 3.41 mV with confinement. Compared with 25.85 mV, these raise the swing by about 11% and 13%.

The self-consistent solutions, with Boltzmann filling in both, give 66.3 and 67.4 mV/decade. Most of the departure from 59.5 is therefore present without confinement, which adds about 1 mV/decade at this density. The threshold shift becomes 36.1 mV, the extra 0.45 mV being the difference between the two added voltages.

**One gate swept alone**

Now hold V₂ fixed and sweep V₁, again with few electrons. The potential change is still linear, u = A + Bz, but the boundary conditions become

C(1 − A) = −εB,
C(−A − Bt) = εB.

The second gives A = −B(t + ε/C). The first gives 1 = A − εB/C = −B(t + 2ε/C). Hence

u(z) = (t − z + ε/C)/(t + 2ε/C).

First-order perturbation theory gives dE_n/dV₁ = −⟨u⟩_n. Averaging over the Boltzmann populations,

kT d ln N/dV₁ = ⟨u⟩ = u(z̄),

where z̄ is the mean electron position. The last equality holds because u is linear. The slope now depends on where the electrons are.

With the top gate at 0.4 V and the bottom gate at zero, the numerical densities have z̄ = 0.71 nm classically and 1.80 nm with confinement. Here ε/C = (11.7/3.9) × 1 nm = 3 nm, so t + 2ε/C = 11 nm and

classical: u = (5 − 0.71 + 3)/11 = 0.6627, S = 59.53/0.6627 = 89.8 mV/decade,
quantum: u = (5 − 1.80 + 3)/11 = 0.5636, S = 59.53/0.5636 = 105.6 mV/decade.

At this bias, which draws the electrons towards the swept gate, confinement really does degrade the swing, by about 16 mV/decade. If the electrons were drawn towards the other gate, confinement would move them closer to the swept one and improve the swing.

Starting from the same bias but moving both gates together, the quantum calculation returns to 59.5 mV/decade, although 0.18 V, or seven kT/e, drops across the film. A film with 5 × 10¹⁸ cm⁻³ of fixed acceptors, both gates at 0.25 V, also gives 59.5 mV/decade. Neither potential is flat; both change uniformly.

**How this compares with a real device**

The parameters are rough values in the regime of a narrow silicon fin; the doped film is far from the undoped case and serves as a contrast. Modern logic transistors strain the long-channel assumption, since their gates are roughly 20 nm long. I estimated the effect by expanding the empty-film potential in modes across film and oxides, with source and drain as fixed-potential end walls. For a small drain voltage the barrier between source and drain peaks at mid-channel. There, at mid-film, the swing rises by about 10% for a 20 nm channel, to some 66 mV/decade, and negligibly for 100 nm. A large drain voltage moves the peak towards the source and raises the short-channel swing a little further. The physical thickness of the oxide also matters here: a stack of the same capacitance made of 0.5 nm at permittivity 3.9 and 2.5 nm at 19.5 gives 66 to 69 mV/decade at 20 nm and small drain voltage, depending on whether the end walls extend across the oxide. These values describe the potential at the peak only. For drift-diffusion transport the swing of the current is higher still, about 68 mV/decade at 20 nm, because the top of the barrier widens as the gate voltage rises. For ballistic flow only the barrier height counts, and the swing lies a few tenths of a mV/decade below the mid-film value. In the short channel u also varies across the film, so the proof that quantum and classical slopes agree no longer applies.

The 35.6 mV shift is a hard-wall, parabolic-band value:

- Letting the waves enter an oxide barrier of 3 eV with mass 0.5 lowers it to 27.8 mV.
- Nonparabolic bands, with E(1 + αE) replacing the parabolic energy and α = 0.5 eV⁻¹, give 34.2 mV.
- On (110) sidewalls four valleys have 1/m_z = ½(1/0.9 + 1/0.2), so m_z = 0.33, and two have m_z = 0.2. The shift is then 40.9 mV.
- If threshold is defined by current and the thin film has half the mobility, the density must double. Well below threshold this costs a further kT ln2/e = 17.9 mV, with no change of slope if the mobility is independent of gate voltage. Going from 10¹¹ to 2 × 10¹¹ cm⁻² costs about 21 mV, because the electrons' own potential doubles too, and the swing there rises from 67 to 75 mV/decade.

Interface traps do affect the slope. A density D of trap states per energy and area on each face takes up charge Du, so C(1 − u) = Du and S rises by the fraction D/C (e²D/C in ordinary units). For 10¹¹ eV⁻¹cm⁻² this is 0.5%. At 400 K the ideal swing itself is 79.4 mV/decade, while the hard-wall shift is 38.4 mV. Gate leakage is outside this model and would add its own current.

So keep the first half of your argument. For the second, ask whether the potential change caused by the swept gate varies across the film. If it does not, the position of the electrons cannot affect the slope.
